# Reciprocity of Wagner Interaction Coefficients for Two Dilute Solutes, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its conditions

### The situation

Join a piece of nickel containing a little aluminium to a piece containing the same amount of aluminium and some chromium as well. The aluminium fraction is uniform across the joint, yet its chemical potential need not be, because chromium changes the activity coefficient of aluminium. A calculation of interdiffusion or of selective oxidation needs the size of that effect. It also needs the converse effect, that of aluminium on the activity coefficient of chromium.

At low concentration each effect is described by one number, a Wagner interaction coefficient. The two numbers belong to different experiments: one follows aluminium while chromium is added, the other follows chromium while aluminium is added. They are nevertheless equal, provided that the activity coefficients are smooth enough near the pure solvent. The proof below also gives the difference between the corresponding slopes at finite concentration, which matters when real data are compared.

### Definitions and assumptions

Component 1 is the solvent; components 2 and 3 are the solutes. Consider one homogeneous phase at fixed temperature \(T\) and pressure \(P\), containing \(n_i\) moles of component \(i\). Let

\[
N=n_1+n_2+n_3,\qquad x_i=\frac{n_i}{N},\qquad x_1=1-x_2-x_3 .
\]

The Gibbs energy \(G(T,P,n_1,n_2,n_3)\) is the equilibrium value, with internal variables such as short-range order and vacancy content already relaxed. The chemical potentials are

\[
\mu_i=\left(\frac{\partial G}{\partial n_i}\right)_{T,P,\,\text{other }n}.
\]

Surface contributions are neglected, so \(G\) is extensive: \(G(\lambda n)=\lambda G(n)\) for every \(\lambda>0\). Differentiating this relation with respect to \(n_i\) gives \(\lambda\mu_i(\lambda n)=\lambda\mu_i(n)\). A chemical potential is therefore unchanged when all amounts are scaled together, and at given \(T,P\) it depends on composition alone. We take \(x_2\) and \(x_3\) as the independent variables and write

\[
\mu_i=\mu_i^\circ+RT\ln x_i+RT f_i(x_2,x_3),\qquad f_i=\ln\gamma_i .
\]

Here \(R\) is the gas constant, \(\gamma_i\) the activity coefficient, and \(\mu_i^\circ\) a reference value that depends on \(T\) and \(P\) but not on composition. The symbol \(\partial_k\) means \(\partial/\partial x_k\) with the other solute fraction fixed. The solvent fraction then makes up the balance, so \(\partial_3\) replaces solvent by solute 3.

The interaction coefficients are

\[
\varepsilon_{ij}=\left.\partial_j f_i\right|_{x_2=x_3=0},\qquad i,j\in\{2,3\}.
\]

The first index names the solute whose activity coefficient is observed, and the second names the solute that is added. A positive \(\varepsilon_{23}\) means that solute 3 raises the activity of solute 2 when it replaces solvent at fixed \(x_2\). A different choice of \(\mu_i^\circ\) adds a constant to \(f_i\) and leaves \(\varepsilon_{ij}\) unchanged, so it does not matter whether activities are referred to the pure solute or to infinite dilution.

Two assumptions carry the proof.

1. \(G\) is twice continuously differentiable in the amounts wherever all three are positive.
2. Near the corner \(x_2=x_3=0\), the first derivatives of \(f_2\) and \(f_3\) exist and are continuous, with the edges and the corner included. At the boundary they are one-sided derivatives, since fractions cannot be negative.

The second assumption does not follow from the first. An example below satisfies the first, violates the second, and has unequal coefficients.

### The mixed derivative in mole numbers

By the first assumption the order of differentiation of \(G\) does not matter when all amounts are positive:

\[
\frac{\partial\mu_2}{\partial n_3}
=\frac{\partial^2G}{\partial n_3\,\partial n_2}
=\frac{\partial^2G}{\partial n_2\,\partial n_3}
=\frac{\partial\mu_3}{\partial n_2}.
\tag{1}
\]

These derivatives hold the other mole numbers fixed, whereas the interaction coefficients hold a mole fraction fixed. Adding solute 3 at fixed \(n_1,n_2\) increases \(N\), and so dilutes solute 2. The conversion follows from the quotient rule. Since \(\partial N/\partial n_j=1\),

\[
\frac{\partial x_k}{\partial n_j}
=\frac{\delta_{kj}}{N}-\frac{n_k}{N^2}
=\frac{\delta_{kj}-x_k}{N},
\tag{2}
\]

where \(\delta_{kj}\) is 1 for equal indices and 0 otherwise.

Apply this to \(\mu_2\). Because \(\ln x_2=\ln n_2-\ln N\), the logarithm contributes

\[
\frac{\partial\ln x_2}{\partial n_3}=-\frac1N .
\]

The activity coefficient depends on \(n_3\) through both fractions:

\[
\frac{\partial f_2}{\partial n_3}
=\partial_2f_2\,\frac{-x_2}{N}+\partial_3f_2\,\frac{1-x_3}{N}.
\]

Adding the two contributions and multiplying by \(N/(RT)\) gives

\[
\frac{N}{RT}\frac{\partial\mu_2}{\partial n_3}
=-1+\partial_3f_2-x_2\,\partial_2f_2-x_3\,\partial_3f_2 .
\tag{3}
\]

For the other order of differentiation, \(\partial\ln x_3/\partial n_2=-1/N\), and

\[
\frac{\partial f_3}{\partial n_2}
=\partial_2f_3\,\frac{1-x_2}{N}+\partial_3f_3\,\frac{-x_3}{N}.
\]

Therefore

\[
\frac{N}{RT}\frac{\partial\mu_3}{\partial n_2}
=-1+\partial_2f_3-x_2\,\partial_2f_3-x_3\,\partial_3f_3 .
\tag{4}
\]

The \(-1\) in each expression is the dilution of one solute by addition of the other. It is present in an ideal solution and is the same in both orders.

### The limit of infinite dilution

By (1) the right sides of (3) and (4) are equal. The terms \(-1\) cancel. Moving the terms that carry a factor \(x_2\) or \(x_3\) to one side leaves

\[
\partial_3f_2-\partial_2f_3
=x_2\,\partial_2(f_2-f_3)+x_3\,\partial_3(f_2-f_3).
\tag{5}
\]

This identity holds at every composition with positive amounts in the single phase; no dilution has been assumed yet.

Now let \(x_2\) and \(x_3\) go to zero through positive values. By the second assumption the derivatives on the right are continuous at the corner, hence bounded near it. If \(B\) bounds both \(|\partial_2(f_2-f_3)|\) and \(|\partial_3(f_2-f_3)|\), the right side is no larger in magnitude than \(B(x_2+x_3)\), which vanishes. On the left, continuity makes the two derivatives tend to their corner values, which are \(\varepsilon_{23}\) and \(\varepsilon_{32}\). Hence

\[
\boxed{\varepsilon_{23}=\varepsilon_{32}} .
\tag{6}
\]

The same argument applies to each pair in a solution with more solutes. The sum in (5) then runs over all of them, and every term still carries a vanishing mole fraction.

Equation (3) also shows what the mole-number derivative itself becomes:

\[
\frac{N}{RT}\frac{\partial\mu_2}{\partial n_3}\longrightarrow\varepsilon_{23}-1 .
\]

It is finite, but it is not the interaction coefficient. The diagonal derivative behaves differently. There \(\partial\ln x_2/\partial n_2=1/n_2-1/N\), so \((N/RT)\,\partial\mu_2/\partial n_2\) contains the term \(1/x_2\) and diverges at infinite dilution. An implementation that differentiates the full Gibbs energy in mole numbers must add 1 to the scaled mixed derivative before reading off \(\varepsilon_{23}\), and must do so at the corner. If only the excess part is differentiated, the \(-1\) is absent and nothing is added.

### The same result from the excess Gibbs energy

Implementations usually start from an expression for the excess Gibbs energy. Let \(g(x_2,x_3)\) be the molar excess Gibbs energy divided by \(RT\), so that

\[
G=\sum_i n_i\mu_i^\circ+RT\sum_i n_i\ln x_i+NRT\,g .
\]

The derivative of the ideal sum with respect to \(n_i\) is

\[
\ln x_i+\sum_j n_j\left(\frac{\delta_{ij}}{n_j}-\frac1N\right)=\ln x_i+1-1=\ln x_i ,
\]

so the activity coefficient comes from the last term alone. With (2), for a solute \(i\),

\[
f_i=\frac{\partial(Ng)}{\partial n_i}
=g+\partial_i g-\sum_{k=2,3}x_k\,\partial_kg .
\tag{7}
\]

For the solvent \(\partial x_k/\partial n_1=-x_k/N\), which gives

\[
f_1=g-\sum_{k=2,3}x_k\,\partial_kg,\qquad f_i-f_1=\partial_i g .
\tag{8}
\]

Suppose that \(g\) has continuous second derivatives up to the corner. Differentiating (7) with respect to \(x_j\) produces \(\partial_jg\) from the first term and \(-\partial_jg\) from the explicit factor \(x_j\) in the sum. These cancel, and

\[
\partial_jf_i=\partial_i\partial_jg-\sum_{k=2,3}x_k\,\partial_j\partial_kg .
\tag{9}
\]

At the corner the sum vanishes, so

\[
\varepsilon_{ij}=\left.\partial_i\partial_jg\right|_{x_2=x_3=0}.
\tag{10}
\]

The matrix of interaction coefficients is the curvature matrix of the excess energy at the pure solvent. Its symmetry is then visible, and (10) is the shortest way to compute it from a solution model.

### How large the difference is at finite concentration

Measurements are made at finite concentration, where the slopes \(\partial_3f_2\) and \(\partial_2f_3\) are not the interaction coefficients and generally differ. Assume that \(f_2\) and \(f_3\) also have bounded second derivatives near the corner. Each first derivative in (5) then differs from its corner value by an amount of first order in the fractions. It is already multiplied by a fraction, so the error is of second order:

\[
\partial_3f_2-\partial_2f_3
=x_2(\varepsilon_{22}-\varepsilon_{32})+x_3(\varepsilon_{23}-\varepsilon_{33})+O(x^2).
\]

Using (6) in the first bracket,

\[
\partial_3f_2-\partial_2f_3
=x_2(\varepsilon_{22}-\varepsilon_{23})+x_3(\varepsilon_{23}-\varepsilon_{33})+O(x^2).
\tag{11}
\]

A difference of this size between two measured slopes does not contradict reciprocity. Slopes should be extrapolated to the corner before they are compared. If both are known at the same composition, their difference can instead be compared with (11) as a test of consistency. The leading difference vanishes when the three coefficients are equal; otherwise it can also vanish at particular ratios of \(x_2\) to \(x_3\), if the two brackets have opposite signs.

### Why smoothness at the corner is needed

Consider the excess energy

\[
g=c\,x_2x_3\,\frac{x_2^2-x_3^2}{x_2^2+x_3^2},\qquad g(0,0)=0,
\]

with a constant \(c\). It is smooth wherever at least one solute is present, so (1) and (5) hold at every interior composition. Its second derivatives, however, depend on the ratio \(x_3/x_2\) and not on the distance from the corner, because \(g\) is multiplied by \(\lambda^2\) when both fractions are multiplied by \(\lambda\). They have no single limit.

On the edge \(x_2=0\) we have \(g=0\) and \(\partial_3g=0\), while \(\partial_2g=c\,x_3(-x_3^2)/x_3^2=-c\,x_3\). Equation (7) gives \(f_2(0,x_3)=-c\,x_3\), so \(\varepsilon_{23}=-c\). On the edge \(x_3=0\) the corresponding result is \(\partial_3g=c\,x_2\) and \(f_3(x_2,0)=c\,x_2\), so \(\varepsilon_{32}=+c\). Reciprocity fails. For \(c=5\), numerical differentiation of the total excess Gibbs energy gives \(-5\) and \(+5\).

The two coefficients are read on different edges. On one and the same edge there is no conflict. At \(x_2=0\) the mixed derivative \(\partial_2\partial_3g\) is \(-c\), and (9) gives \(\partial_2f_3=-c(1-x_3)\), which tends to \(-c\) just as \(\partial_3f_2\) does. The numerical value on this edge is \(-5\).

Thermodynamic stability of the dilute solution does not exclude this behaviour, although for \(c=5\) the model becomes unstable at larger solute fractions. The ideal mixing term contributes curvatures \(1/x_2\) and \(1/x_3\), which grow without limit near the corner and outweigh the bounded second derivatives of \(g\). Smoothness must therefore come from the physics of the solution. The second half treats a lattice alloy with nearest-neighbour interactions, where an expansion in powers of the solute weights gives one finite coefficient for each pair of solutes.

## Second half: using the coefficients

### Symbols and results carried over

Component 1 is the solvent, and 2 and 3 are solutes with mole fractions \(x_2,x_3\). The logarithm of the activity coefficient is \(f_i=\ln\gamma_i\), and \(\partial_k\) is the derivative with respect to \(x_k\) at fixed \(T,P\) and fixed other solute fraction. The molar excess Gibbs energy divided by \(RT\) is \(g\). The interaction coefficients are \(\varepsilon_{ij}=\partial_jf_i=\partial_i\partial_jg\) at \(x_2=x_3=0\), and \(\varepsilon_{23}=\varepsilon_{32}\) when the derivatives are continuous there. Also \(f_i-f_1=\partial_ig\) for a solute, and \(f_1=g-\sum_kx_k\partial_kg\). At finite concentration the two cross slopes differ according to (5), with leading part (11).

### A series that is consistent at finite concentration

The simplest use of the coefficients is the linear series \(f_i=f_i^\circ+\sum_j\varepsilon_{ij}x_j\), where \(f_i^\circ\) is the value at infinite dilution. Its cross slopes are equal everywhere, so the left side of (5) is zero. The right side is \(x_2(\varepsilon_{22}-\varepsilon_{23})+x_3(\varepsilon_{23}-\varepsilon_{33})\), which is generally not zero. The linear series therefore derives from no Gibbs energy, except when the coefficients make this expression vanish. It remains a correct first-order approximation.

The repair is to truncate \(g\) and not \(f_i\). With the pure solvent as reference for component 1,

\[
g=f_2^\circ x_2+f_3^\circ x_3+\tfrac12\sum_{j,k=2,3}\varepsilon_{jk}x_jx_k .
\]

The operation \(\sum_kx_k\partial_k\) reproduces the linear terms once and the quadratic terms twice. Hence

\[
f_1=-\tfrac12\sum_{j,k=2,3}\varepsilon_{jk}x_jx_k,\qquad
f_i=f_i^\circ+\sum_{j=2,3}\varepsilon_{ij}x_j+f_1 .
\tag{12}
\]

The same quadratic term \(f_1\) is added to every solute.

Reciprocity is essential to this form. Suppose that a data file contains unequal \(\varepsilon_{23}\) and \(\varepsilon_{32}\), and insert them in (12). The Gibbs–Duhem relation at fixed \(T,P\) requires \(D_k=x_1\partial_kf_1+x_2\partial_kf_2+x_3\partial_kf_3\) to vanish. Since \(f_1\) occurs in all three functions and the fractions sum to 1,

\[
\begin{aligned}
D_2&=\partial_2f_1+x_2\varepsilon_{22}+x_3\varepsilon_{32}\\
&=-\varepsilon_{22}x_2-\tfrac12(\varepsilon_{23}+\varepsilon_{32})x_3+\varepsilon_{22}x_2+\varepsilon_{32}x_3\\
&=\tfrac12(\varepsilon_{32}-\varepsilon_{23})x_3 .
\end{aligned}
\]

In the same way \(D_3=\tfrac12(\varepsilon_{23}-\varepsilon_{32})x_2\). Both vanish at all compositions if and only if the coefficients are equal. Storing one number for each pair of solutes enforces this.

The two cross coefficients have been shown to be equal when the activity coefficients are smooth enough at the pure solvent, and (12) gives a series that uses them consistently at finite concentration. What remains is their meaning in a lattice alloy, their conversion to weight percent, a worked example for aluminium and chromium in nickel, and their extraction from measurements.
